\section*{Why a homolysis constant over K° is not a recombination constant}

\section*{What the dimensions demand}

Trimethylgallium loses its first methyl group by homolysis,
\begin{equation}
\mathrm{Ga(CH_3)_3 \;\rightleftharpoons\; Ga(CH_3)_2 + CH_3},
\qquad \mathrm{AB \rightleftharpoons A + B}.
\end{equation}
With molar concentrations $c_i$, the elementary reaction and its reverse change the precursor concentration at the rate
\begin{equation}
\frac{dc_{AB}}{dt}=-k_d\,c_{AB}+k_r\,c_A c_B .
\label{rate}
\end{equation}
Both terms are concentrations per unit time. Hence $k_d$ has the unit $\mathrm{s^{-1}}$, $k_r$ has the unit $\mathrm{cm^3\,mol^{-1}\,s^{-1}}$, and $k_d/k_r$ is a concentration.

The thermochemical equilibrium constant $K^\circ=\exp(-\Delta G^\circ/RT)$ is a pure number. It therefore cannot equal $k_d/k_r$; a concentration must multiply it. The quantities at hand are the standard pressure $p_0$, to which $\Delta G^\circ$ refers, and the thermal energy $RT$. Pressure is energy per volume and $RT$ is energy per mole, so the one product of their powers that is a concentration is
\begin{equation}
c^\circ=\frac{p_0}{RT}.
\end{equation}
The ratio $k_d/k_r$ is thus $c^\circ$ times a pure number that may depend on $K^\circ$. Dimensions leave that dependence open. The derivation below shows that the number is $K^\circ$ itself for an ideal gas.

\section*{The belief and its appeal}

The belief runs as follows. At equilibrium the forward and reverse rates are equal, so the ratio of the rate constants is the equilibrium constant. Thermochemical data supply that constant, and so $k_r=k_d/K^\circ$.

The first half is sound. The slip lies in the phrase ``the equilibrium constant'', which covers two quantities. Equal rates in Eq.~\eqref{rate} give a ratio of concentrations, whereas $\Delta G^\circ$ gives a ratio of pressures, each divided by $p_0$. For an isomerization, with one molecule on each side, the conversion factors cancel and the two quantities coincide. A habit formed on such reactions fails when the number of molecules changes. The notation helps to hide the failure: with $p_0=1$ bar and pressures in bar, dividing by $p_0$ changes no digit.

\section*{From chemical potentials to the rate constant}

Consider an ideal gas mixture at fixed temperature and volume. An inert carrier may be present. If the reaction advances by $d\xi$ moles, then $dn_{AB}=-d\xi$ and $dn_A=dn_B=d\xi$. The Helmholtz energy changes by
\begin{equation}
dF=\sum_i\mu_i\,dn_i=(\mu_A+\mu_B-\mu_{AB})\,d\xi ,
\end{equation}
and at its minimum the bracket vanishes. For an ideal gas
\begin{equation}
\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p_0}.
\label{mu}
\end{equation}
With $\Delta G^\circ=\mu_A^\circ+\mu_B^\circ-\mu_{AB}^\circ$, the equilibrium condition becomes
\begin{equation}
0=\Delta G^\circ+RT\ln\frac{(p_A/p_0)(p_B/p_0)}{p_{AB}/p_0}.
\end{equation}
Two factors $1/p_0$ stand above and one below, so one remains:
\begin{equation}
K^\circ=e^{-\Delta G^\circ/RT}=\frac{p_Ap_B}{p_{AB}\,p_0}.
\end{equation}
Now insert $p_i=c_iRT$. Two factors $RT$ stand above and one below:
\begin{equation}
K^\circ=\frac{c_Ac_B}{c_{AB}}\,\frac{RT}{p_0}
\quad\Longrightarrow\quad
K_c\equiv\frac{c_Ac_B}{c_{AB}}=K^\circ\,\frac{p_0}{RT}.
\label{Kc}
\end{equation}

Detailed balance requires the elementary reaction and its own reverse to have equal rates at equilibrium, $k_dc_{AB}=k_rc_Ac_B$. Therefore
\begin{equation}
\boxed{\,k_r=\frac{k_d}{K_c}=\frac{k_d\,RT}{p_0K^\circ}\,}
\label{main}
\end{equation}
The result may be used away from chemical equilibrium if the internal states of the molecules remain thermal, because the two constants then depend on temperature and not on composition. Low pressure weakens that condition and is treated below.

The bare quotient has a meaning of its own. Equation~\eqref{main} gives
\begin{equation}
\frac{k_d}{K^\circ}=k_r\,c^\circ ,
\end{equation}
which is the rate at which one radical would recombine if its partner were present at pressure $p_0$. It is a frequency for a hypothetical gas.

If a source gives $K_p=p_Ap_B/p_{AB}$ with a pressure unit, then $K_p=K^\circ p_0$ and $k_r=k_dRT/K_p$. The standard pressure is already inside $K_p$ and must not be inserted again. For a reaction in which the number of gas molecules rises by $\Delta\nu$, the same counting of factors gives $K_c=K^\circ(c^\circ)^{\Delta\nu}$. Isomerization has $\Delta\nu=0$. The splitting of a gas-phase adduct into its two components has $\Delta\nu=1$ and needs the same correction as homolysis.

\section*{The number for trimethylgallium}

Take $T=900$ K, so that $RT=7.483$ kJ/mol, and these rough typical inputs: a homolysis prefactor of $3\times10^{15}\ \mathrm{s^{-1}}$, an activation energy $E_d=250$ kJ/mol, $\Delta H^\circ=255$ kJ/mol and $\Delta S^\circ=150$ J/(mol K) for $p_0=1$ bar. The rate constant is understood as the high-pressure limit. These inputs illustrate the conversion and are not recommended data: electronic-structure estimates can place the first Ga--C bond energy some tens of kJ/mol higher. Raising both $E_d$ and $\Delta H^\circ$ by 50 kJ/mol would lower $k_d$ and $K^\circ$ by a factor of about 800 each and leave $k_r$ unchanged. With the inputs as given,
\begin{align}
k_d&=3\times10^{15}\,e^{-250/7.483}\ \mathrm{s^{-1}}=9.29\ \mathrm{s^{-1}},\\
\Delta G^\circ&=255-900\times0.150=120.0\ \mathrm{kJ/mol},\\
K^\circ&=e^{-120.0/7.483}=1.085\times10^{-7},\\
c^\circ&=\frac{p_0}{RT}=1.336\times10^{-5}\ \mathrm{mol/cm^3},\\
K_c&=K^\circ c^\circ=1.450\times10^{-12}\ \mathrm{mol/cm^3}.
\end{align}
The recombination constant follows:
\begin{equation}
k_r=\frac{9.29\ \mathrm{s^{-1}}}{1.450\times10^{-12}\ \mathrm{mol/cm^3}}
=6.40\times10^{12}\ \mathrm{cm^3\,mol^{-1}\,s^{-1}},
\end{equation}
or $1.06\times10^{-11}\ \mathrm{cm^3}$ per molecule per second. For a rough collision diameter of 0.5 nm, the hard-sphere collision constant of the two radicals is $9.5\times10^{-10}$ in the same unit. The result is 1.1\,\% of this, so it passes the requirement that radicals cannot recombine more often than they meet.

The bare quotient is $k_d/K^\circ=8.56\times10^7\ \mathrm{s^{-1}}$. Someone who takes it for a bimolecular constant must supply a volume unit, and nothing in the calculation says which. The number is 13.4 times too large if read in $\mathrm{m^3\,mol^{-1}\,s^{-1}}$. It is 75 times too small in $\mathrm{L\,mol^{-1}\,s^{-1}}$, and 75\,000 times too small in $\mathrm{cm^3\,mol^{-1}\,s^{-1}}$. Read in $\mathrm{cm^3}$ per molecule per second, it exceeds the collision constant by a factor of $9\times10^{16}$.

These factors have a simple origin. Reading the number in a given unit amounts to replacing $c^\circ$ by one unit of concentration. The true $c^\circ$ at 900 K is 13.36 mol/m$^3$, or 0.01336 mol/L. Since $c^\circ\propto1/T$ at fixed $p_0$, it would reach 1 mol/L at $900\times0.01336\approx12$ K. The litre reading is therefore not rescued by any temperature used for vapour deposition.

\section*{What the error does to an equilibrium}

Let the precursor enter a closed vessel at partial pressure $p_{\rm in}=0.1$ Torr, and let homolysis and its reverse be the only reactions. If a fraction $\alpha$ is dissociated, then $c_{AB}=(1-\alpha)c_{\rm in}$ and $c_A=c_B=\alpha c_{\rm in}$, where $c_{\rm in}=p_{\rm in}/RT$. Dividing Eq.~\eqref{rate} by $-c_{\rm in}$ gives
\begin{equation}
\frac{d\alpha}{dt}=k_d(1-\alpha)-k_rc_{\rm in}\alpha^2 .
\end{equation}
In the steady state
\begin{equation}
\frac{\alpha^2}{1-\alpha}=\frac{k_d}{k_rc_{\rm in}}
=\frac{K_c}{c_{\rm in}}=K^\circ\frac{p_0}{p_{\rm in}}\equiv x .
\end{equation}
This is the quadratic $\alpha^2+x\alpha-x=0$, whose positive root is
\begin{equation}
\alpha=\frac{-x+\sqrt{x^2+4x}}{2}.
\end{equation}
With 1 bar $=750$ Torr, $x=1.085\times10^{-7}\times7500=8.14\times10^{-4}$ and $\alpha=0.0281$.

The same fraction can be found without any rate constant, by numerical minimization of the Helmholtz energy of the mixture. The minimum lies at $\alpha=0.02813$, and the long-time solution of the rate equation with the correct $k_r$ gives 0.02813. The misread constants lead elsewhere: 0.0078 for the cubic-metre reading, 0.218 for the litre reading and 0.984 for the cubic-centimetre reading. One and the same number thus predicts a nearly intact or a nearly destroyed precursor, according to the unit attached to it.

The limits of the quadratic show how the error spreads. For $x\ll1$, $\alpha\approx\sqrt{x}$, so a factor of 13.4 in $k_r$ changes the fraction by about $\sqrt{13.4}=3.7$. For $x\gg1$, $\alpha\approx1-1/x$: dissociation is almost complete, and the fraction hardly responds to an error that leaves $x$ large.

\section*{A change of standard pressure}

A rate constant cannot depend on the pressure chosen for a table. Equation~\eqref{mu} must give the same $\mu_i$ for a new choice $p_0'$, which requires
\begin{equation}
\mu_i^\circ(p_0')=\mu_i^\circ(p_0)+RT\ln\frac{p_0'}{p_0}.
\end{equation}
In $\Delta G^\circ$ this shift enters twice with a plus sign and once with a minus sign. One shift remains, so
\begin{equation}
K^\circ(p_0')=K^\circ(p_0)\,\frac{p_0}{p_0'},
\qquad K^\circ(p_0')\,p_0'=K^\circ(p_0)\,p_0 .
\end{equation}
The product in Eq.~\eqref{Kc} is invariant. The bare quotient is not: it falls by a factor of 750 when the standard pressure is changed from 1 bar to 1 Torr.

A model diatomic makes this concrete, since its $K_c$ can be computed with no standard pressure at all. Let its two parts have masses of 70 and 15 atomic mass units, a bond length of 0.2 nm, a vibrational wavenumber of 500 cm$^{-1}$ and a dissociation energy of 250 kJ/mol from the lowest level. Summing Boltzmann factors over the levels of translation in a box, rotation and vibration at 900 K gives $K_c=3.398\times10^{-10}$ mol/m$^3$. Closed formulas for the standard enthalpy and entropy give $K^\circ=2.543\times10^{-11}$ for 1 bar and $1.908\times10^{-8}$ for 1 Torr. Multiplying the first by $c^\circ=13.364$ mol/m$^3$ yields $3.399\times10^{-10}$ mol/m$^3$, which agrees with the level sum to 0.02\,\%. The second, with $c^\circ$ smaller by 750, yields the same value.

\section*{The temperature dependence changes as well}

The missing factor contains $T$, so leaving it out also distorts the apparent activation energy. Write $\ln K^\circ=-\Delta H^\circ/RT+\Delta S^\circ/R$ and differentiate:
\begin{equation}
\frac{d\ln K^\circ}{dT}=\frac{\Delta H^\circ}{RT^2}
-\frac{1}{RT}\frac{d\Delta H^\circ}{dT}+\frac1R\frac{d\Delta S^\circ}{dT}
=\frac{\Delta H^\circ}{RT^2}.
\end{equation}
The last two terms cancel because, at constant pressure, $d\Delta S^\circ=d\Delta H^\circ/T$. From Eq.~\eqref{Kc}, $\ln K_c=\ln K^\circ-\ln T+\text{const}$, and therefore
\begin{equation}
RT^2\frac{d\ln K_c}{dT}=\Delta H^\circ-RT=\Delta U^\circ .
\end{equation}
The last equality holds because $H=U+pV$ and one extra mole of ideal gas adds $RT$ to $pV$. For the model diatomic, the numerical slope of the level sums is 248.86 kJ/mol, and its reaction enthalpy less $RT$ is $256.34-7.48=248.86$ kJ/mol.

Since $\ln k_r=\ln k_d-\ln K_c$, the activation energy of recombination, defined as $RT^2\,d\ln k_r/dT$, is
\begin{equation}
E_r=E_d-\Delta H^\circ+RT=250-255+7.48=2.48\ \mathrm{kJ/mol}.
\end{equation}
The bare quotient gives $-5.00$ kJ/mol. The difference $RT$ is firm within the ideal-gas treatment. The sign of $E_r$ is not, because an error of a few kJ/mol in $\Delta H^\circ$ could reverse it.

\section*{Low pressure: both constants fall together}

At reactor pressures, collisions may not keep the energy-rich molecules at their thermal population. Both constants then drop below their high-pressure limits, and one must ask whether Eq.~\eqref{main} survives.

Let $f_i$ be the thermal population of precursor energy level $i$, $k_i$ its dissociation rate, and $W_{ij}$ the collisional rate from level $j$ to level $i$. Detailed balance for a thermal bath gas reads $W_{ij}f_j=W_{ji}f_i$. Divide the levels into stable ones, $s$, which stay thermal, and active ones. Let the matrix $M$ describe the active levels: its diagonal holds their total loss rates, and its off-diagonal elements are $-W_{ij}$. Let $F$ be the diagonal matrix of the active $f_i$, and let $r_i=\sum_sW_{si}$ be the rate of stabilization.

For dissociation with the radicals removed, active levels are fed at the rate $\sum_sW_{is}f_s=f_ir_i$. The steady populations are $M^{-1}Fr$, and
\begin{equation}
k_d^{\rm eff}=k^{T}M^{-1}F\,r .
\end{equation}
For recombination, detailed balance says that thermal radicals form level $i$ at the rate $k_if_i\,c_Ac_B/K_c$. The steady populations are $M^{-1}Fk\,c_Ac_B/K_c$, and the stabilized flux gives
\begin{equation}
k_r^{\rm eff}=\frac{1}{K_c}\,r^{T}M^{-1}F\,k .
\end{equation}
Detailed balance makes $MF$ symmetric, $MF=FM^T$. Multiplying by $M^{-1}$ from the left and by $(M^{T})^{-1}$ from the right gives $F(M^{T})^{-1}=M^{-1}F$, so $M^{-1}F$ is symmetric too. The two scalar products are then equal, and $k_r^{\rm eff}=k_d^{\rm eff}/K_c$. The argument needs a steady state in which the depleted levels hold a negligible part of the precursor.

A rough model of trimethylgallium in hydrogen illustrates the effect. It has 15 effective oscillators and an energy grid of 2 kJ/mol, and the probability of a downward step $\Delta E$ is proportional to $e^{-\Delta E/(4\ \mathrm{kJ/mol})}$, which makes the mean downward step about 5 kJ/mol on this grid (the output lists the parameter 4 kJ/mol under that name). Downward steps alone occur at the hard-sphere collision rate, and upward steps are added by detailed balance. Solved separately, dissociation and recombination are both reduced to 0.483 of their high-pressure limits at 76 Torr, and both to 0.763 at 760 Torr. Only the first digit or so is meaningful: a grid of 0.5 kJ/mol gives 0.46 and 0.74, and normalizing all steps, upward and downward together, to the collision rate gives about 0.38 and 0.67. The equality is general, but the size of the reduction depends strongly on the model: with 12 or 25 oscillators instead of 15, the factor at 76 Torr is about 0.28 or 0.87. At 76 Torr the factor 0.483 leaves $k_d\approx4.5\ \mathrm{s^{-1}}$ and $k_r\approx3.1\times10^{12}\ \mathrm{cm^3\,mol^{-1}\,s^{-1}}$. Combining a measured low-pressure $k_d$ with a high-pressure $k_r$ would break the relation by about a factor of two here.

\section*{Beside a real reactor}

A temperature of 900 K, a total pressure of 76 Torr and 0.1 Torr of precursor in hydrogen lie in the regime of low-pressure growth of gallium arsenide. The assumption that fails there is the closed pair of reactions. At the equilibrium computed above, a methyl radical recombines with $\mathrm{Ga(CH_3)_2}$ at 320 s$^{-1}$. Rough rate constants give about 5000 s$^{-1}$ for its attack on H$_2$ and 2000 s$^{-1}$ for its loss to other methyl radicals, while $\mathrm{Ga(CH_3)_2}$ loses its second methyl at roughly $2\times10^5$ s$^{-1}$. With these channels open, a fraction of only about $2\times10^{-4}$ of the $\mathrm{Ga(CH_3)_2}$ is recaptured if high-pressure constants are used throughout. At 76 Torr the loss of the second methyl falls off as well, which can raise this fraction, but even a hundredfold slowing of that step alone would leave it near 2\,\%. Homolysis is then nearly irreversible: with the illustrative inputs above, in a residence time of 0.1 s it would consume $1-e^{-0.45}\approx36\,\%$ of the precursor with the reduced $k_d$, not 2.8\,\%. Both figures rest on assumed inputs. A fall-off factor of 0.38 gives about 30\,\%, and an $E_d$ higher by 50 kJ/mol gives only about 0.1\,\%. The constant for the second methyl loss is poorly known, and values fitted to pyrolysis experiments can be orders of magnitude smaller than the one used here. If it were 0.2 s$^{-1}$, about 15\,\% of the homolysis events would be reversed within 0.1 s, and the consumption would be about 32\,\%. This estimate counts homolysis alone. It leaves out reactions at the hot surface and the attack on the precursor by H atoms, which form when methyl reacts with H$_2$; that attack could raise the consumption considerably.

The equilibrium fraction is therefore a test of a pair of rate constants and no forecast of reactor composition. Equation~\eqref{main} itself does not need the reactor to be near equilibrium. Its numerical value is limited by the errors of $k_d$ and of the thermochemistry: an error of 5 kJ/mol in $\Delta H^\circ$ changes $K^\circ$, and with it $k_r$, by a factor of 1.95. Gas non-ideality is far smaller, roughly $10^{-4}$ or less in relative size. The omitted $c^\circ$ costs a factor of 13 at the least among the readings considered, and it can be removed by keeping the units. Most values quoted here appear in the numerical output below or follow from the inputs and output by simple arithmetic; the fall-off factors for other oscillator numbers, grid and normalization, and the figures for a slow second methyl loss, come from the same models with the stated change.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 900 K; RT = 7.483 kJ/mol
Total pressure: 76 Torr (H2 carrier)
Precursor pressure: 0.10 Torr
Homolysis prefactor: 3.0e+15 1/s
Homolysis activation energy: 250 kJ/mol
Reaction enthalpy: 255 kJ/mol
Reaction entropy at 1 bar: 150 J/(mol K)
Reaction Gibbs energy: 120.0 kJ/mol
k_diss: 9.285 1/s
K_std (1 bar): 1.085e-07 (dimensionless)
Standard concentration: 1.3364e-05 mol/cm3
Standard concentration: 13.364 mol/m3
K_c: 1.450e-12 mol/cm3
Bare quotient k_diss/K_std: 8.556e+07 1/s
k_rec: 6.402e+12 cm3/(mol s)
k_rec: 1.063e-11 cm3/(molecule s)
Bare number / k_rec number, m3/mol/s: 1.336e+01
Bare number / k_rec number, L/mol/s: 1.336e-02
Bare number / k_rec number, cm3/mol/s: 1.336e-05
Collision diameter: 0.5 nm (rough)
Collision limit: 9.49e-10 cm3/(molecule s)
k_rec / collision limit: 0.0112
Bare number as cm3/molecule/s / limit: 9.0e+16
Dissociated fraction, free-energy minimum: 0.02813
Dissociated fraction, rate equation with k_rec: 0.02813
Dissociated fraction, bare number as m3/mol/s: 0.00777
Dissociated fraction, bare number as L/mol/s: 0.21822
Dissociated fraction, bare number as cm3/mol/s: 0.98410
Model diatomic K_c, level sums: 3.3979e-10 mol/m3
Model diatomic K_std for p0 = 1 bar: 2.5432e-11
Model diatomic K_std for p0 = 1 atm: 2.5099e-11
Model diatomic K_std for p0 = 1 Torr: 1.9075e-08
Model diatomic slope energy of K_c: 248.86 kJ/mol
Model diatomic reaction enthalpy: 256.34 kJ/mol
Activation energy of k_rec: 2.48 kJ/mol
Slope energy of bare quotient: -5.00 kJ/mol
Fall-off model: 15 oscillators, mean downward step 4 kJ/mol
Fall-off of k_diss, k_rec at 76 Torr: 0.4828, 0.4828
Fall-off of k_diss, k_rec at 760 Torr: 0.7626, 0.7626
CH3 recombination rate at equilibrium: 321 1/s
CH3 loss to H2 (rough): 5.1e+03 1/s
CH3 loss to CH3 at equilibrium (rough): 2e+03 1/s
Second methyl loss of Ga(CH3)2 (rough): 2e+05 1/s
Ga(CH3)2 recaptured with side reactions: 0.0002
Gas non-ideality (rough relative size): 0.0001
Factor in K_std for 5 kJ/mol error: 1.95
\end{verbatim}
